\section*{Neutral coated spheres and the attainment of a Hashin-Shtrikman bound}

\section*{Problem}

A spherical core of radius $a$ and conductivity $\sigma_1$ is surrounded by a concentric shell of outer radius $b$ and conductivity $\sigma_2\neq\sigma_1$. The core occupies the fraction $f=(a/b)^3$ of the coated sphere, with $0<f<1$. The sphere lies in an unbounded medium of conductivity $\sigma_m$, in which a uniform field $\mathbf E_0$ is applied. All conductivities are positive, isotropic and independent of the field; the current is steady, and the contacts have no resistance.

\begin{enumerate}
\item Find the value $\sigma_*$ of $\sigma_m$ for which the field outside the sphere is undisturbed, and the disturbance for any other $\sigma_m$. Does the same $\sigma_*$ serve for a non-uniform applied field?
\item Show that balls of a uniform medium $\sigma_*$ can be replaced by coated spheres without changing its effective conductivity.
\item Derive a bound on the conductivity of isotropic mixtures of the two phases at fixed $f$, and compare it with $\sigma_*$.
\item One sphere in its medium involves three materials. Construct two-phase mixtures that approach the bound.
\item Let the poorer phase become insulating. What does the result say about percolation?
\item Evaluate the result for a partly crystallised indium tin oxide film with crystalline cores in amorphous shells. Take $f=0.30$, $a=50$ nm, film thickness 1000 nm, electron densities $6\times10^{20}$ and $3\times10^{20}$ cm$^{-3}$, and mobilities 40 and 25 cm$^2$/Vs for core and shell. Estimate what the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{1. The matching conductivity}

Steady current requires $\nabla\cdot(\sigma\nabla\phi)=0$, with $\mathbf E=-\nabla\phi$. Measure $\theta$ from $\mathbf E_0$ and write $\phi=-E_0u(r)\cos\theta$. Within each uniform region $\phi$ obeys Laplace's equation, whose solutions with this angular dependence are $u=r$ and $u=r^{-2}$. Regularity at the centre and the given field at infinity leave
\begin{equation}
u=\begin{cases}Ar,& r<a,\\ Br+C/r^2,& a<r<b,\\ r+D/r^2,& r>b.\end{cases}
\end{equation}
The potential and the normal current are continuous, so $u$ and $\sigma u'$ are continuous. With $c=C/a^3$, the conditions at $r=a$ are
\begin{equation}
A=B+c,\qquad \sigma_1A=\sigma_2(B-2c).
\end{equation}
Eliminating $A$ gives $(\sigma_1+2\sigma_2)c=-(\sigma_1-\sigma_2)B$, or
\begin{equation}
c=-\beta B,\qquad \beta=\frac{\sigma_1-\sigma_2}{\sigma_1+2\sigma_2}.
\end{equation}
Since $C/b^3=fc=-f\beta B$, the inner side of $r=b$ has
\begin{equation}
\frac{u(b)}b=B(1-f\beta),\qquad \sigma_2u'(b^-)=\sigma_2B(1+2f\beta).
\end{equation}
Their ratio does not depend on the outside medium. Define
\begin{equation}
\sigma_*=\frac{\sigma_2u'(b^-)}{u(b)/b}
=\sigma_2\frac{1+2f\beta}{1-f\beta}.
\label{star}
\end{equation}
With $d=D/b^3$, continuity at $b$ now reads $\sigma_m(1-2d)=\sigma_*(1+d)$, hence
\begin{equation}
\frac D{b^3}=-\frac{\sigma_*-\sigma_m}{\sigma_*+2\sigma_m}.
\end{equation}
The disturbance is a dipole field, and it vanishes if and only if $\sigma_m=\sigma_*$. In that case $u(b)=b$, so
\begin{equation}
B=\frac1{1-f\beta},\qquad A=(1-\beta)B .
\end{equation}
The field inside is still non-uniform. The shell compensates the dipole of the core without removing the field distortion within the sphere.

To prepare the comparison with the bound, subtract $\sigma_2$ from \eqref{star}:
\begin{equation}
\sigma_*-\sigma_2=\frac{3f\beta\sigma_2}{1-f\beta}
=\frac f{\dfrac1{3\beta\sigma_2}-\dfrac f{3\sigma_2}} .
\end{equation}
Because $\sigma_1+2\sigma_2=(\sigma_1-\sigma_2)+3\sigma_2$,
\begin{equation}
\frac1{3\beta\sigma_2}=\frac1{3\sigma_2}+\frac1{\sigma_1-\sigma_2},
\end{equation}
and therefore
\begin{equation}
\sigma_*=\sigma_2+\frac f{\dfrac1{\sigma_1-\sigma_2}+\dfrac{1-f}{3\sigma_2}} .
\label{hs}
\end{equation}
It tends to $\sigma_2$ as $f\to0$ and to $\sigma_1$ as $f\to1$.

For a non-uniform field, take an applied potential proportional to $r^lP_l(\cos\theta)$. The second solution is now $r^{-l-1}$. Write the shell function as $B(r^l+\kappa a^{2l+1}r^{-l-1})$. Continuity at $a$ gives $l\sigma_1(1+\kappa)=\sigma_2[l-(l+1)\kappa]$, so
\begin{equation}
\kappa=-\frac{l(\sigma_1-\sigma_2)}{l\sigma_1+(l+1)\sigma_2}.
\end{equation}
A uniform medium has $\sigma_mu'(b)=l\sigma_mu(b)/b$ for $u=r^l$. Matching it at $b$ requires
\begin{equation}
\sigma_*^{(l)}=\sigma_2\,
\frac{1-\frac{l+1}l\kappa f^{(2l+1)/3}}{1+\kappa f^{(2l+1)/3}} .
\end{equation}
For $l=1$ this is \eqref{star}. For the film of part 6 it gives 1726 S/cm at $l=1$ but 1403 S/cm at $l=2$. A sphere matched to a uniform field thus disturbs a quadrupole field.

\subsection*{2. Replacing balls of the medium}

Consider a periodic cell filled with $\sigma_*$ and carrying the uniform field $\mathbf E_0$. Replace one ball by a coated sphere with the same $f$. By part 1 the field outside remains $\mathbf E_0$, so a second, non-overlapping ball still sees a uniform field and can be replaced too. This holds for any number of balls and any sizes, since $\sigma_*$ depends on the radii through $f$ alone.

On the surface of each ball, $\phi$ and the normal current are those of the uniform medium. These surface data fix the mean field and mean current in the ball:
\begin{equation}
\int\mathbf E\,dV=-\oint\phi\,\mathbf n\,dS,\qquad
\int\mathbf J\,dV=\oint\mathbf r\,(\mathbf J\cdot\mathbf n)\,dS .
\end{equation}
The second identity uses $\nabla\cdot\mathbf J=0$. Both averages are unchanged, so $\langle\mathbf J\rangle=\sigma_*\langle\mathbf E\rangle$ for the whole cell. The dissipation is unchanged as well, because $\int\sigma E^2dV=-\oint\phi\,\mathbf J\cdot\mathbf n\,dS$.

\subsection*{3. The bound}

Describe the mixture by a periodic cell, which may be as large as desired. Let $\chi=1$ in phase 1 and $\chi=0$ in phase 2, so $\langle\chi\rangle=f$. The effective tensor is defined by $\langle\mathbf J\rangle=\boldsymbol\sigma_{\rm eff}\mathbf E_0$, and
\begin{equation}
\mathbf E_0\cdot\boldsymbol\sigma_{\rm eff}\mathbf E_0
=\min_{\mathbf e=\mathbf E_0+\mathbf g}\langle\sigma e^2\rangle ,
\label{min}
\end{equation}
where $\mathbf g$ is the gradient of a periodic function. To prove this, write $\mathbf e=\mathbf E+\mathbf h$, with $\mathbf E$ the true field and $\mathbf h$ a periodic gradient. Integration by parts gives $\langle\mathbf J\cdot\mathbf h\rangle=0$. Hence $\langle\sigma e^2\rangle=\langle\sigma E^2\rangle+\langle\sigma h^2\rangle$, and likewise $\langle\sigma E^2\rangle=\langle\mathbf J\rangle\cdot\mathbf E_0$.

Let $\Delta=\sigma_1-\sigma_2$. For any constant vector $\mathbf P$,
\begin{equation}
\Delta e^2-2\mathbf P\cdot\mathbf e+\frac{P^2}\Delta
=\Delta\left(\mathbf e-\frac{\mathbf P}\Delta\right)^2 .
\end{equation}
The right side has the sign of $\Delta$. Take first $\Delta>0$. Since $\sigma=\sigma_2+\Delta\chi$,
\begin{equation}
\langle\sigma e^2\rangle\ge
\sigma_2\langle e^2\rangle+2\langle\chi\,\mathbf P\cdot\mathbf e\rangle-\frac{fP^2}\Delta .
\label{ineq}
\end{equation}
The inequality survives minimisation of both sides over $\mathbf g$. Because $\langle\mathbf g\rangle=0$, the part of the right side that contains $\mathbf g$ is $\sigma_2\langle g^2\rangle+2\langle\chi\,\mathbf P\cdot\mathbf g\rangle$. A gradient has Fourier components $\mathbf g_{\mathbf k}=\hat{\mathbf k}\gamma_{\mathbf k}$ with $\mathbf k\ne0$. Each $\mathbf k$ contributes
\begin{equation}
\sigma_2|\gamma_{\mathbf k}|^2+2(\mathbf P\cdot\hat{\mathbf k})\,
{\rm Re}(\chi_{\mathbf k}^*\gamma_{\mathbf k})
=\sigma_2\left|\gamma_{\mathbf k}+\frac{\mathbf P\cdot\hat{\mathbf k}}{\sigma_2}\chi_{\mathbf k}\right|^2
-\frac{(\mathbf P\cdot\hat{\mathbf k})^2}{\sigma_2}|\chi_{\mathbf k}|^2 .
\end{equation}
The square can be made zero for every $\mathbf k$, and the resulting $\mathbf g$ is real. The minimum is the sum of the last terms.

Now apply the inequality three times, with $\mathbf E_0=E\hat{\mathbf x}_i$ and $\mathbf P=P\hat{\mathbf x}_i$ along the three axes, and add. Two facts remove all detail of the geometry: $\sum_i(\hat{\mathbf x}_i\cdot\hat{\mathbf k})^2=1$, and by Parseval's theorem
\begin{equation}
\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=f(1-f).
\end{equation}
With $\bar\sigma=\frac13{\rm tr}\,\boldsymbol\sigma_{\rm eff}$, division by 3 gives
\begin{equation}
\bar\sigma E^2\ge\sigma_2E^2+2fPE-KP^2,\qquad
K=\frac f\Delta+\frac{f(1-f)}{3\sigma_2}.
\end{equation}
For $K>0$ the right side is largest at $P=fE/K$, where it equals $(\sigma_2+f^2/K)E^2$. This is $\sigma_*E^2$ by \eqref{hs}, so $\bar\sigma\ge\sigma_*$ when $\sigma_2<\sigma_1$.

If $\Delta<0$, the inequality reverses. Then $K<0$, because $1/(\sigma_2-\sigma_1)>1/\sigma_2>(1-f)/(3\sigma_2)$. The right side now has a minimum at the same $P$, and $\bar\sigma\le\sigma_*$. Thus \eqref{hs} is the Hashin-Shtrikman lower bound when the shell is the poorer conductor and the upper bound when it is the better one. For an isotropic mixture, $\bar\sigma$ is its conductivity.

Isotropy matters. A laminate with equal amounts of conductivities 8 and 1 has $2/(1/8+1)=1.778$ across the layers and $(8+1)/2=4.5$ along them. Both lie outside the window from 2.615 to 3.902. One third of the trace, 3.593, lies inside.

\subsection*{4. Approaching the bound with two phases}

Fill the cell with non-overlapping coated spheres as follows. Cover nearly all of the open remaining volume by finitely many small cubes, and place a ball in each, touching its faces. A ball fills $\pi/6$ of its cube, so one round leaves a fraction as close as desired to $1-\pi/6=0.476$ of the previous remainder. Four such ideal rounds leave $0.476^4\approx0.05$, and further rounds make the leftover fraction $\delta$ as small as desired.

While the leftover consists of $\sigma_*$, the cell has conductivity $\sigma_*$ and the leftover carries the known field $\mathbf E_0$. Now fill the leftover with phase 2. The old field is an admissible trial field in \eqref{min}, so
\begin{equation}
\mathbf E_0\cdot\boldsymbol\sigma_{\rm eff}\mathbf E_0\le
\left[\sigma_*+\delta(\sigma_2-\sigma_*)\right]E_0^2 .
\label{up}
\end{equation}
For a lower estimate, use currents. Let $\mathbf j$ be periodic and divergence-free with mean $\mathbf J_0$, and write $\mathbf j=\mathbf J+\mathbf h$ with $\mathbf J$ the true current of that mean. Then $\langle\mathbf h\cdot\mathbf E\rangle=0$, because $\mathbf h$ is divergence-free with zero mean. Hence $\langle j^2/\sigma\rangle\ge\langle J^2/\sigma\rangle=\mathbf J_0\cdot\boldsymbol\sigma_{\rm eff}^{-1}\mathbf J_0$. The old current, with $\mathbf J_0=\sigma_*\mathbf E_0$ in the leftover, gives
\begin{equation}
\mathbf J_0\cdot\boldsymbol\sigma_{\rm eff}^{-1}\mathbf J_0\le
\left[\frac1{\sigma_*}+\delta\left(\frac1{\sigma_2}-\frac1{\sigma_*}\right)\right]J_0^2 .
\label{down}
\end{equation}
These hold for every direction. All principal conductivities therefore lie between the inverse of the bracket in \eqref{down} and the bracket in \eqref{up}, and both tend to $\sigma_*$ as $\delta\to0$. The total core fraction $f(1-\delta)$ tends to $f$. The bound is attained in this limit, and no better bound can be found from $f$ and isotropy alone.

A lattice calculation illustrates both steps. One coated sphere with $\sigma_1=8$, $\sigma_2=1$ and $f=0.4$ was placed in a periodic cubic cell. With the matched medium $\sigma_*=2.167$ around it, the cell gave 2.174, a difference of 0.3\%. With phase 2 in the leftover, $\delta=0.618$, it gave 1.364, between the estimates 1.259 and 1.445. This value carries the same mesh error of about 0.3\%: a multipole solution of this cubic array gives 1.360, just above the lower bound of part 3 for its core fraction 0.153, which is 1.359.

\subsection*{5. The insulating limit}

Let phase 1 be the good conductor and $\sigma_2\to0$. Then $\beta\to1$, and the lower bound behaves as
\begin{equation}
\sigma_*\simeq\sigma_2\frac{1+2f}{1-f}\to0\qquad(f<1).
\end{equation}
Every good core is enclosed by a poor shell, so no path through the good phase crosses the sample, however large $f<1$ is. The upper bound follows from \eqref{hs} by exchanging the phases and replacing $f$ by $1-f$. At $\sigma_2=0$ it is
\begin{equation}
\sigma_1+\frac{1-f}{-\dfrac1{\sigma_1}+\dfrac f{3\sigma_1}}
=\sigma_1\left[1-\frac{3(1-f)}{3-f}\right]=\frac{2f}{3-f}\sigma_1 .
\end{equation}
Here the good phase forms the shells and the filling between them, and it conducts for every $f>0$. At $f=0.3$ the upper bound is $0.222\,\sigma_1$, while the lower one is $2.3\times10^{-6}\sigma_1$ for $\sigma_2=10^{-6}\sigma_1$. The volume fraction alone therefore fixes no percolation threshold; the connection of the good phase must also be known.

\subsection*{6. A partly crystallised indium tin oxide film}

From $\sigma=en\mu$, the core has $\sigma_1=3845$ S/cm and the shell $\sigma_2=1202$ S/cm. The outer radius is $b=50/0.30^{1/3}=74.7$ nm. Then
\begin{align}
\beta&=\frac{3845-1202}{3845+2\times1202}=0.423,\\
\sigma_*&=1202\times\frac{1+2\times0.30\times0.4231}{1-0.30\times0.4231}=1726\ {\rm S/cm}.
\end{align}
This is the lower bound, since the shell is the poorer conductor. Exchanging the phases at the same composition gives the upper bound, 1858 S/cm. The window is 8\% of the lower bound wide: at this modest contrast the arrangement of the phases matters little as long as the mixture is isotropic, and the film is far from the insulating limit of part 5. At the lower bound the sheet resistance is $1/(1726\times10^{-4})=5.79$ ohm.

The core field is $A=0.66$ times the applied field. In the shell at the core's pole, the field is $B(1+2\beta)=2.11$ times the applied one, as continuity of the current requires: $\sigma_1A/\sigma_2=2.11$.

The densities and mobilities are rough typical values. The film is thick for a transparent electrode, and real crystallites are neither coated spheres nor spread over all sizes. The following estimates each change one assumption and keep the other inputs fixed.

\emph{Interface resistance.} The mean free path $\hbar k_F\mu/e$, with $k_F=(3\pi^2n)^{1/3}$, is 6.9 nm in the core, not negligible beside $a=50$ nm. The smallest spheres of the construction in part 4 would violate local conduction altogether. As a scale for the contact resistance, assign the interface the ballistic conductance per area of the shell's electrons. For a parabolic band this is $e^2$ times the density of states $mk_F/(\pi^2\hbar^2)$ times one quarter of the Fermi velocity $\hbar k_F/m$:
\begin{equation}
G=\frac{e^2k_F^2}{4\pi^2\hbar}.
\end{equation}
For a specular interface without barrier the estimate is high, because it would assign a resistance even to an imaginary plane within one material. The potential step at $a$ raises the ratio of potential to current by $1+\sigma_1/(Ga)$, so the core acts as one of conductivity $\sigma_1/[1+\sigma_1/(Ga)]$. With $\sigma_1/G=14.5$ nm, $\sigma_*$ falls by 7\% to 1598 S/cm. This lies below the lower bound because perfect contact was assumed there. For a specular interface the overestimate is large: a Boltzmann solution for two parabolic electron gases of equal mass, joined at a specular step without barrier, gives a resistance of only 0.09 to 0.15 times $1/G$ for a smooth or an abrupt step, and a fall of about 1\%. A boundary between crystal and amorphous material need not be specular. If it scatters fully diffusely, each side is a Milne problem with extrapolation length $0.71$ of its mean free path $\ell_i$. The resistance $0.71(\ell_1/\sigma_1+\ell_2/\sigma_2)$, with $\ell_1=6.9$ nm and $\ell_2=3.4$ nm, is then close to $0.9/G$ even without a barrier.

\emph{Screening and temperature.} With an assumed mass of 0.35 electron masses and relative permittivity 9, the screening length in the shell is 0.72 nm. The electron density passes from one value to the other over about such a length, not abruptly as the model assumes. To gauge the size of the effect, reduce the core radius by this length at fixed $b$: the result is 1700 S/cm, a change of about 1.5\%. This counts only the electrons lost by the core. A continuous exponential profile that places them in the shell, at fixed mobilities, raises $\sigma_*$ by 0.3\% instead, so the sign is not fixed by this gauge. The screening length is also shorter than the Fermi wavelength of 3 nm, which makes it a rough measure. At 300 K, $k_BT$ is 0.055 of the shell's Fermi energy, so the electrons are degenerate, as these estimates assume.

\emph{Grain shape.} The sphere diameter is 0.15 of the film thickness; the effect of the surfaces was not computed. If the grains are instead columns through the film, the second solution in the plane is $1/r$. With $f=(a/b)^2$ now the area fraction, still 0.30, the same matching gives $\sigma_2(1+f\beta_2)/(1-f\beta_2)$ with $\beta_2=(\sigma_1-\sigma_2)/(\sigma_1+\sigma_2)$, or 1650 S/cm for in-plane current. This too is below 1726 S/cm, without contradiction: the film is anisotropic. Along the columns the field is uniform and the conductivity is the arithmetic mean, 1995 S/cm, so one third of the trace is $(2\times1650+1995)/3=1765$ S/cm.

\emph{Unfilled volume.} If 10\% of the volume is left between the spheres and filled with shell material, part 4 gives 1654 to 1673 S/cm. The core fraction is then 0.27, for which the lower bound of part 3 is 1667 S/cm, so an isotropic mixture of this kind lies between 1667 and 1673 S/cm.

\emph{Heating.} At 1 V/cm the current density is 1726 A/cm$^2$ and the heat per film area is 0.17 W/cm$^2$. It grows as the square of the field; the temperature rise depends on the substrate and was not computed.

The window between the bounds is 8\% wide. Isolated crystalline columns lower the in-plane result by 4\%. Other shapes can raise it, and continuous layers parallel to the film would give the arithmetic mean, 16\% higher. A specular interface without barrier lowers it by about 1\%, and an interface of resistance $1/G$ by 7\%. The lower bound moves across the whole window if $\sigma_2$ rises by 11\%, $\sigma_1$ by 30\%, or $f$ from 0.30 to 0.36. A measured conductivity would therefore not identify the arrangement of the phases unless the grain shape and boundary resistance were known and the errors in these inputs were well below such amounts. The remaining values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
core electron density: 6.0e+20 cm^-3
shell electron density: 3.0e+20 cm^-3
core mobility: 40 cm2/Vs
shell mobility: 25 cm2/Vs
core conductivity s1: 3845 S/cm
shell conductivity s2: 1202 S/cm
core fraction f: 0.3
core radius a: 50 nm
outer radius b: 74.7 nm
beta: 0.4231
shell coefficient B: 1.1454
core field / applied field A: 0.6608
shell field at core pole / applied: 2.1145
matching conductivity = lower bound: 1726 S/cm
upper bound, phases exchanged: 1858 S/cm
series (harmonic) mean: 1514 S/cm
parallel (arithmetic) mean: 1995 S/cm
film thickness: 1000 nm
sheet resistance at lower bound: 5.79 ohm
dipole/b^3, medium = s2: -0.1269
dipole/b^3, medium = s*: 6e-15 (abs)
match for quadrupole field: 1403 S/cm
poor/good ratio in insulating test: 1e-06
  lower bound / good phase: 2.286e-06
  upper bound / good phase: 0.2222
lattice, good=8 poor=1: fraction, lower, trace/3, upper
  random: 0.289 1.760 2.112 2.564
  good balls: 0.250 1.636 1.694 2.337
  poor balls: 0.750 4.316 5.689 5.760
  laminate: 0.500 2.615 3.593 3.902
  laminate across, along: 1.778 4.500
coated cell: core fraction of sphere: 0.4
coated cell: s*: 2.1667
coated cell in s*: lattice result: 2.1738
coated cell: leftover fraction: 0.6183
leftover = poor: low, lattice, high: 1.259 1.364 1.445
leftover after one ideal cube round: 0.4764
leftover after four ideal rounds: 0.0515
film, 10% leftover as shell: 1654 to 1673 S/cm
assumed mass / electron mass: 0.35
assumed relative permittivity: 9
mean free path, core: 6.9 nm
mean free path, shell: 3.4 nm
ballistic interface length s1/G: 14.5 nm
s* with ballistic interface: 1598 S/cm
  relative change: -7.4 %
screening length, shell: 0.72 nm
s* with core radius less screening: 1700 S/cm
temperature: 300 K
shell Fermi energy: 0.467 eV
kT / shell Fermi energy: 0.055
s* for columns, in-plane current: 1650 S/cm
sphere diameter / film thickness: 0.149
applied field: 1 V/cm
current density: 1726 A/cm2
Joule heat per film area: 0.173 W/cm2
\end{verbatim}
